# Debugging a numerical check: XMCD sum rules at L2,3 edges: T_z, hole count and edge mixing

```python
# XMCD sum rules at L2,3 edges (2p -> 3d), radial integral R = 1, energies in eV.
# I[q,j]: integrated dipole strength, photon adding q hbar along z, core hole j.
# Dj = I[+1,j]-I[-1,j], Itot = sum of all I, nh = 10 - <n_d>, t = s - 3 rhat(rhat.s)
#   (D3/2 + D1/2)/Itot   = -<Lz>/(2 nh)
#   (D3/2 - 2 D1/2)/Itot = -(2<Sz> + 7<Tz>)/(3 nh)  (core j a good quantum number)
# 2p-3d Coulomb V shifts the extracted 2Sz+7Tz, to first order in V/Dso, by
#   9 nh/(Itot Dso) sum_q q <g|Dq^+ (P1 V P3 + h.c.) Dq|g>,  Dso = 3 zeta_p/2.
import numpy as np
from math import factorial, pi, sqrt
from itertools import combinations
from scipy.special import lpmv
from scipy.constants import physical_constants

rng = np.random.default_rng(1)
# ---- angular matrices by quadrature on the sphere
xg, wg = np.polynomial.legendre.leggauss(12)
ph = 2*pi*np.arange(16)/16
ct, phi = [a.ravel() for a in np.meshgrid(xg, ph, indexing='ij')]
wt = np.repeat(wg, 16)*2*pi/16
st = np.sqrt(1-ct**2)
rhat = [st*np.cos(phi), st*np.sin(phi), ct]
def Y(l, m):
    a = abs(m)
    y = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, ct)*np.exp(1j*a*phi)
    return y if m >= 0 else (-1)**a*y.conj()
orbs = [(1, m) for m in (-1, 0, 1)]+[(2, m) for m in range(-2, 3)]
Yg = np.array([Y(l, m) for l, m in orbs])
mat = lambda f: (Yg.conj()*wt*f) @ Yg.T
assert np.allclose(mat(1.0), np.eye(8), atol=1e-12)
lv = np.array([l for l, m in orbs])
Pp, Pd = np.diag((lv == 1)*1.0), np.diag((lv == 2)*1.0)
lz = np.diag([float(m) for l, m in orbs])
lp = np.zeros((8, 8))
for i, (l, m) in enumerate(orbs):
    if m < l:
        lp[i+1, i] = sqrt(l*(l+1)-m*(m+1))
lo = [(lp+lp.T)/2, (lp-lp.T)/2j, lz]
sp = [np.array([[0, .5], [.5, 0]]), np.array([[0, -.5j], [.5j, 0]]), np.diag([.5, -.5])]
I2 = np.eye(2)
K = np.kron
ls_p = sum(K(Pp@lo[i], sp[i]) for i in range(3))
ls_d = sum(K(Pd@lo[i], sp[i]) for i in range(3))
Lz, Sz, Nd = K(Pd@lz, I2), K(Pd, sp[2]), K(Pd, I2)
Tz = Sz-3*sum(K(Pd@mat(rhat[2]*rhat[i])@Pd, sp[i]) for i in range(3))
Q0 = K(Pd@lz@lz-2*Pd, I2)
pol = {1: -(rhat[0]+1j*rhat[1])/sqrt(2), 0: rhat[2], -1: (rhat[0]-1j*rhat[1])/sqrt(2)}
A = {q: K(Pd@mat(f)@Pp, I2) for q, f in pol.items()}
H_ = lambda M: M.conj().T
# ---- one-electron identities
for m in range(-2, 3):
    i = 2*(5+m)
    form = {1: (m+1)*(m+2)/30, 0: (4-m*m)/15, -1: (1-m)*(2-m)/30}
    for q in form:
        assert abs((A[q]@H_(A[q]))[i, i]-form[q]) < 1e-12
for i in range(3):
    for j in range(3):
        lhs = Pd@(mat(rhat[i]*rhat[j])-(i == j)/3*np.eye(8))@Pd
        rhs = -2/21*Pd@((lo[i]@lo[j]+lo[j]@lo[i])/2-2*(i == j)*np.eye(8))
        assert np.allclose(lhs, rhs, atol=1e-12)
ec, uc = np.linalg.eigh(ls_p[:6, :6])
uc = np.vstack([uc, np.zeros((10, 6))])
core = {1: uc[:, :2], 3: uc[:, 2:]}          # keys are 2j
Pj = {j: core[j]@H_(core[j]) for j in core}
assert np.allclose(Pj[3]-2*Pj[1], 2*ls_p, atol=1e-12)
Mspin = sum(q*A[q]@(Pj[3]-2*Pj[1])@H_(A[q]) for q in (1, -1))
anti = Lz@ls_d+ls_d@Lz
assert np.allclose(Mspin, 2/15*(anti-2*Sz), atol=1e-12)
assert np.allclose(7*Tz, anti-4*Sz, atol=1e-12)
assert np.allclose(Mspin, 2/15*(2*Sz+7*Tz), atol=1e-12)
assert not np.allclose(Mspin, 2/15*2*Sz, atol=1e-2)

def check_rules(I, ev):
    tot = sum(I.values()); nh = 10-ev(Nd)
    D = {j: I[1, j]-I[-1, j] for j in (1, 3)}
    s = lambda q: I[q, 1]+I[q, 3]
    assert abs(tot-0.4*nh) < 1e-10
    assert abs((D[3]+D[1])/tot+ev(Lz)/(2*nh)) < 1e-10
    assert abs((D[3]-2*D[1])/tot+(2*ev(Sz)+7*ev(Tz))/(3*nh)) < 1e-10
    assert abs(s(0)-(s(1)+s(-1))/2-ev(Q0)/10) < 1e-10
    assert abs(sum(I[q, 3]-2*I[q, 1] for q in (1, 0, -1))+0.4*ev(ls_d)) < 1e-10
    return nh, tot, D
# ---- covalent independent-particle model: 10 d + 10 ligand spin orbitals, 13 filled
h = rng.normal(size=(20, 20))+1j*rng.normal(size=(20, 20))
u = np.linalg.eigh(h+H_(h))[1]
dpart = np.vstack([np.zeros((6, 20)), u[:10]])
occ, emp = dpart[:, :13], dpart[:, 13:]
I = {(q, j): np.sum(abs(H_(emp)@A[q]@core[j])**2) for q in A for j in core}
nh_cov = check_rules(I, lambda M: np.trace(H_(occ)@M@occ).real)[0]
print(f"covalent model: empty states 7, d holes nh = {nh_cov:.4f}")
# ---- determinant machinery
def basis(n_p, n_d):
    return [sum(1 << i for i in a+b) for a in combinations(range(6), n_p)
            for b in combinations(range(6, 16), n_d)]
sg = lambda s, i: -1 if bin(s & ((1 << i)-1)).count('1') & 1 else 1
def one(M, out, inp):
    ix = {s: k for k, s in enumerate(out)}
    R = np.zeros((len(out), len(inp)), complex)
    nz = [(a, c) for a in range(16) for c in range(16) if abs(M[a, c]) > 1e-13]
    for k, s in enumerate(inp):
        for a, c in nz:
            if s >> c & 1:
                t = s ^ (1 << c)
                if not t >> a & 1:
                    R[ix[t | 1 << a], k] += M[a, c]*sg(s, c)*sg(t, a)
    return R
def two(V, bas):
    W = V-V.transpose(0, 1, 3, 2)
    ix = {s: k for k, s in enumerate(bas)}
    R = np.zeros((len(bas), len(bas)), complex)
    for k, s in enumerate(bas):
        for c, d in combinations([i for i in range(16) if s >> i & 1], 2):
            t1 = s ^ (1 << c); t = t1 ^ (1 << d); f = sg(s, c)*sg(t1, d)
            for a, b in combinations([i for i in range(16) if not t >> i & 1], 2):
                w = W[a, b, c, d]
                if abs(w) > 1e-12:
                    t2 = t | 1 << b
                    R[ix[t2 | 1 << a], k] += w*f*sg(t, b)*sg(t2, a)
    return R
def coulomb(terms):   # terms: (k, Slater integral, l pattern of <ab|cd>)
    V = np.zeros((8,)*4, complex)
    for k, val, pat in terms:
        mk = np.einsum('a,b,c,d->abcd', *[(lv == l)*1.0 for l in pat])
        for q in range(-k, k+1):
            C = mat(sqrt(4*pi/(2*k+1))*Y(k, q))
            V += val*mk*np.einsum('ac,db->abcd', C, C.conj())
    return np.einsum('abcd,st,uv->asbuctdv', V, I2, I2).reshape((16,)*4)
F2, F4, F2pd, G1, G3 = 10., 6., 6., 4., 2.5
tenDq, dxy, zd, hex_, zp0, onset = 1.0, 0.2, 0.06, 0.05, 10., 800.
Vdd = coulomb([(2, F2, (2, 2, 2, 2)), (4, F4, (2, 2, 2, 2))])
Vpd = coulomb([(2, F2pd, p) for p in ((1, 2, 1, 2), (2, 1, 2, 1))]
              + [(k, g, p) for k, g in ((1, G1), (3, G3)) for p in ((1, 2, 2, 1), (2, 1, 1, 2))])
rA, rB, rC = -49*F4/441, F2/49-5*F4/441, 35*F4/441
terms = [rA-8*rB]*21+[rA+7*rB]*9+[rA-3*rB+2*rC]*5+[rA+4*rB+2*rC]*9+[rA+14*rB+7*rC]
assert np.allclose(np.linalg.eigvalsh(two(Vdd, basis(0, 2))), sorted(terms), atol=1e-9)
e = np.linalg.eigvalsh(two(Vpd, basis(5, 1)))
cuts = [0]+[i for i in range(1, 60) if e[i]-e[i-1] > 1e-7]+[60]
assert sorted(np.diff(cuts).tolist()) == [3, 5, 7, 9, 15, 21]
def cfield(ez2, exz, ex2, exy):
    M = np.diag([0, 0, 0, (ex2+exy)/2, exz, ez2, exz, (ex2+exy)/2])
    M[3, 7] = M[7, 3] = (ex2-exy)/2
    return K(M, I2)
def projected(g, n):
    bi, bf = basis(6, n), basis(5, n+1)
    W = one(ls_p, bf, bf)        # -1/2 for a j=3/2 hole, +1 for a j=1/2 hole
    psi = {q: one(A[q], bf, bi)@g for q in A}
    I = {}
    for q, v in psi.items():
        v3 = 2/3*(v-W@v)
        assert np.allclose(W@v3, -v3/2, atol=1e-10)
        I[q, 3], I[q, 1] = np.vdot(v3, v3).real, np.vdot(v-v3, v-v3).real
    ev = lambda M: np.vdot(g, one(M, bi, bi)@g).real
    return check_rules(I, ev), ev, psi, W, I
for n in (1, 2, 8, 9):
    N = len(basis(6, n)); g = rng.normal(size=N)+1j*rng.normal(size=N)
    projected(g/np.linalg.norm(g), n)
# ---- size of Tz
b9 = basis(6, 9)
g = np.linalg.eigh(one(cfield(0, 0, 1., 0)+hex_*Sz, b9, b9))[1][:, 0]
(nh, tot, D), ev = projected(g, 9)[:2]
assert abs(7*ev(Tz)-4*ev(Sz)) < 1e-10 and abs(ev(Sz)+.5) < 1e-10
print(f"d9 x2-y2 hole: 2Sz = {2*ev(Sz):.4f}, 7Tz = {7*ev(Tz):.4f} hbar")
print(f"d9 x2-y2 hole: D(L3) = {D[3]:.5f}, D(L2) = {D[1]:.5f}, Itot = {tot:.4f} R^2")
b8 = basis(6, 8); V8 = two(Vdd, b8)
cub = cfield(.6*tenDq, -.4*tenDq, .6*tenDq, -.4*tenDq)
for z in (0., zd):
    g = np.linalg.eigh(V8+one(cub+z*ls_d+hex_*Sz, b8, b8))[1][:, 0]
    ev = projected(g, 8)[1]
    if z == 0:
        assert abs(ev(Tz)) < 1e-9 and abs(ev(Sz)+1) < 1e-9
    print(f"cubic d8, zeta_d={z:.2f} eV: Lz={ev(Lz):.4f} 2Sz={2*ev(Sz):.4f} 7Tz={7*ev(Tz):.4f} hbar")
# ---- worked example: model d7 ion
print(f"d7 input: F2dd={F2} F4dd={F4} F2pd={F2pd} G1={G1} G3={G3} eV")
print(f"d7 input: 10Dq={tenDq} xy drop={dxy} zeta_d={zd} h={hex_} zeta_p={zp0} eV")
bi, bf = basis(6, 7), basis(5, 8)
h1 = cfield(.6*tenDq, -.4*tenDq, .6*tenDq, -.4*tenDq-dxy)+zd*ls_d+hex_*Sz
Ei, Ui = np.linalg.eigh(two(Vdd, bi)+one(h1, bi, bi))
(nh, tot, D), ev, psi, W, I = projected(Ui[:, 0], 7)
L, S, T = ev(Lz), ev(Sz), ev(Tz); Seff = 2*S+7*T
n3 = 4*len(bf)//6
print(f"determinants: initial {len(bi)}, final {len(bf)}, L3 states {n3}")
print(f"first excitation of d7 = {Ei[1]-Ei[0]:.4f} eV, nh = {nh:.4f}")
print(f"direct: Lz={L:.4f} 2Sz={2*S:.4f} 7Tz={7*T:.4f} 2Sz+7Tz={Seff:.4f} hbar")
print(f"direct: <sum(lz^2-2)> = {ev(Q0):.4f}, <sum l.s> = {ev(ls_d):.4f} hbar^2")
for j, nm in ((3, 'L3'), (1, 'L2')):
    print(f"pure-j {nm}: I+={I[1,j]:.5f} I0={I[0,j]:.5f} I-={I[-1,j]:.5f} R^2")
print(f"pure-j: D(L3)={D[3]:.5f} D(L2)={D[1]:.5f} Itot={tot:.5f} R^2")
Hv = two(Vdd, bf)+one(h1, bf, bf); Vf = two(Vpd, bf)
P3 = 2/3*(np.eye(len(bf))-W); P1 = np.eye(len(bf))-P3
X = P1@Vf@P3; X = X+H_(X)
mix = sum(q*np.vdot(psi[q], X@psi[q]).real for q in (1, -1))
first = lambda zp: 9*nh*mix/(tot*1.5*zp)
def spectrum(zp, scale=1., weight=False):
    E, U = np.linalg.eigh(Hv+scale*Vf+zp*W)
    w = (onset+E-E[0])/onset if weight else 1.
    a = {q: w*abs(H_(U)@psi[q])**2 for q in psi}
    d = a[1]-a[-1]; t = sum(x.sum() for x in a.values())
    D3, D1 = d[:n3].sum(), d[n3:].sum()
    return -2*nh*(D3+D1)/t, -3*nh*(D3-2*D1)/t, E[n3]-E[n3-1], D3, D1
assert abs(spectrum(20., scale=0.)[1]-Seff) < 1e-9
print(f"dichroic mixing element = {mix:.5f} eV R^2")
for zp in (2.5, 5., 10., 20., 40., 80.):
    Lx, Sx, gap, D3, D1 = spectrum(zp)
    assert abs(Lx-L) < 1e-9
    print(f"zeta_p={zp:5.1f} eV gap={gap:7.3f} eV Seff={Sx:.4f} shift={Sx-Seff:+.4f}"
          f" first order={first(zp):+.4f} hbar ratio={Sx/Seff:.4f}")
res = [spectrum(z)[1]-Seff-first(z) for z in (400., 800.)]
assert 3.6 < res[0]/res[1] < 4.4
assert abs(spectrum(2000.)[1]-Seff-first(2000.)) < 0.05*abs(first(2000.))
print(f"residual ratio, zeta_p 400 vs 800 eV = {res[0]/res[1]:.3f}")
Lx, Sx, gap, D3, D1 = spectrum(zp0)
assert abs(Sx-Seff) > 1e-3
print(f"zeta_p={zp0} eV: Dso={1.5*zp0:.1f} eV, D(L3)={D3:.5f} D(L2)={D1:.5f} R^2")
print(f"extracted: Lz = {Lx:.4f}, 2Sz+7Tz = {Sx:.4f} hbar")
print(f"m_spin if 7Tz dropped (pure j) = {-Seff:.4f} muB, ratio to true {Seff/(2*S):.4f}")
print(f"m_spin extracted with 7Tz subtracted = {-(Sx-7*T):.4f} muB")
avg = 1.5*(I[1, 1]+I[1, 3]+I[-1, 1]+I[-1, 3])
print(f"I0 -> average: Itot = {avg:.5f} R^2, moments scaled by {tot/avg:.4f}")
Lw, Sw = spectrum(zp0, weight=True)[:2]
print(f"no 1/omega, onset {onset:.0f} eV: Lz = {Lw:.4f}, 2Sz+7Tz = {Sw:.4f} hbar")
muB = physical_constants['Bohr magneton'][0]
print(f"m_orb  = {-L:.4f} muB = {-L*muB:.4e} J/T")
print(f"m_spin = {-2*S:.4f} muB = {-2*S*muB:.4e} J/T")
print("OK")
```

The run ends like this:

```
covalent model: empty states 7, d holes nh = 2.9980
Traceback (most recent call last):
  File "check.py", line 137, in <module>
    assert sorted(np.diff(cuts).tolist()) == [3, 5, 7, 9, 15, 21]
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the physics of the test, not in the Coulomb code. In 2p⁵3d¹ the exchange integrals G^k separate singlet from triplet only for L = k = 1 or 3, so ¹D and ³D are exactly degenerate and the level pattern is 3, 7, 9, 20, 21 rather than 3, 5, 7, 9, 15, 21. The degeneracy assertion is corrected, and a stricter test is added that compares all 60 eigenvalues with the closed-form particle-hole term energies in F²pd, G¹ and G³ to 1e-9 eV. No tolerance is widened and nothing else changes.

Repair:

```diff
@@ -130,10 +130,17 @@
 Vpd = coulomb([(2, F2pd, p) for p in ((1, 2, 1, 2), (2, 1, 2, 1))]
               + [(k, g, p) for k, g in ((1, G1), (3, G3)) for p in ((1, 2, 2, 1), (2, 1, 1, 2))])
+# d2 terms 3F, 3P, 1D, 1G, 1S in Racah parameters
 rA, rB, rC = -49*F4/441, F2/49-5*F4/441, 35*F4/441
 terms = [rA-8*rB]*21+[rA+7*rB]*9+[rA-3*rB+2*rC]*5+[rA+4*rB+2*rC]*9+[rA+14*rB+7*rC]
 assert np.allclose(np.linalg.eigvalsh(two(Vdd, basis(0, 2))), sorted(terms), atol=1e-9)
+# p5 d1 terms: exchange G^k splits singlet from triplet only for L = k,
+# so 1D and 3D form one level of 20 states
 e = np.linalg.eigvalsh(two(Vpd, basis(5, 1)))
 cuts = [0]+[i for i in range(1, 60) if e[i]-e[i-1] > 1e-7]+[60]
-assert sorted(np.diff(cuts).tolist()) == [3, 5, 7, 9, 15, 21]
+assert sorted(np.diff(cuts).tolist()) == [3, 7, 9, 20, 21]
+e0 = -2*G1/5-9*G3/35
+eP, eD, eF = e0-F2pd/5, e0+F2pd/5, e0-2*F2pd/35
+terms = [eP]*9+[eP+4*G1/3]*3+[eD]*20+[eF]*21+[eF+18*G3/49]*7
+assert np.allclose(e, sorted(terms), atol=1e-9)
 def cfield(ez2, exz, ex2, exy):
     M = np.diag([0, 0, 0, (ex2+exy)/2, exz, ez2, exz, (ex2+exy)/2])
```

Output now:

```
covalent model: empty states 7, d holes nh = 2.9980
d9 x2-y2 hole: 2Sz = -1.0000, 7Tz = -2.0000 hbar
d9 x2-y2 hole: D(L3) = 0.13333, D(L2) = -0.13333, Itot = 0.4000 R^2
cubic d8, zeta_d=0.00 eV: Lz=-0.0000 2Sz=-2.0000 7Tz=-0.0000 hbar
cubic d8, zeta_d=0.06 eV: Lz=-0.2345 2Sz=-1.9931 7Tz=-0.0139 hbar
d7 input: F2dd=10.0 F4dd=6.0 F2pd=6.0 G1=4.0 G3=2.5 eV
d7 input: 10Dq=1.0 xy drop=0.2 zeta_d=0.06 h=0.05 zeta_p=10.0 eV
determinants: initial 120, final 270, L3 states 180
first excitation of d7 = 0.0766 eV, nh = 3.0000
direct: Lz=-1.5854 2Sz=-2.9564 7Tz=0.4930 2Sz+7Tz=-2.4634 hbar
direct: <sum(lz^2-2)> = 0.7474, <sum l.s> = -1.0512 hbar^2
pure-j L3: I+=0.44703 I0=0.36698 I-=0.12616 R^2
pure-j L2: I+=0.08660 I0=0.08285 I-=0.09039 R^2
pure-j: D(L3)=0.32087 D(L2)=-0.00379 Itot=1.20000 R^2
dichroic mixing element = 0.10441 eV R^2
zeta_p=  2.5 eV gap=  0.016 eV Seff=-2.6670 shift=-0.2036 first order=+0.6264 hbar ratio=1.0827
zeta_p=  5.0 eV gap=  0.001 eV Seff=-2.2644 shift=+0.1990 first order=+0.3132 hbar ratio=0.9192
zeta_p= 10.0 eV gap=  6.259 eV Seff=-2.3112 shift=+0.1522 first order=+0.1566 hbar ratio=0.9382
zeta_p= 20.0 eV gap= 21.137 eV Seff=-2.3853 shift=+0.0781 first order=+0.0783 hbar ratio=0.9683
zeta_p= 40.0 eV gap= 51.088 eV Seff=-2.4242 shift=+0.0392 first order=+0.0392 hbar ratio=0.9841
zeta_p= 80.0 eV gap=111.065 eV Seff=-2.4438 shift=+0.0196 first order=+0.0196 hbar ratio=0.9920
residual ratio, zeta_p 400 vs 800 eV = 3.876
zeta_p=10.0 eV: Dso=15.0 eV, D(L3)=0.31411 D(L2)=0.00297 R^2
extracted: Lz = -1.5854, 2Sz+7Tz = -2.3112 hbar
m_spin if 7Tz dropped (pure j) = 2.4634 muB, ratio to true 0.8332
m_spin extracted with 7Tz subtracted = 2.8042 muB
I0 -> average: Itot = 1.12526 R^2, moments scaled by 1.0664
no 1/omega, onset 800 eV: Lz = -1.5792, 2Sz+7Tz = -2.3029 hbar
m_orb  = 1.5854 muB = 1.4703e-23 J/T
m_spin = 2.9564 muB = 2.7418e-23 J/T
OK
```
